# Does solute-vacancy binding guarantee solute drag?: a program that tests the result

```python
"""Sign of solute drag in the five-frequency model of a dilute fcc alloy.

Result under test (one solute B, one vacancy V, interaction at first neighbours):
  L_BB = C K w2 (2 w1 + 7 F w3) / D
  L_BV = C K w2 [2 w1 - w3 (13 - 3 A + 2 A/xi)] / D
  D = 2 w1 + 2 w2 + 7 F w3,  F = 1 - A/7,  xi = w4/w0,  K = w4/w3
  drag (L_BV > 0) if and only if K w1/w0 > h(xi) = A + xi (13 - 3 A)/2
w0 host jump, w1 orbiting, w2 exchange, w3 escape, w4 return.
A(xi): sum of the relaxation function over the seven outer neighbours of a
first-neighbour site, relative to its value on that site.
C = n c_B c_V a^2/kT.  Coefficients are printed as L/(C w0), with w0 = 1.
Site coordinates are integers in units of a/2 with an even sum.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.optimize import brentq, minimize_scalar

JUMPS = np.array([d for d in itertools.product((-1, 0, 1), repeat=3)
                  if sum(c * c for c in d) == 2])


# ---------- infinite lattice: the return sum A(xi) ----------
def green_table(mesh, keys):
    """Lattice Green function minus its value at the origin (unit jump rate)."""
    k = 2 * np.pi * (np.arange(mesh) + 0.5) / mesh
    c = np.cos(k)
    cx, cy, cz = c[:, None, None], c[None, :, None], c[None, None, :]
    inverse = 1.0 / (12 - 4 * (cx * cy + cy * cz + cz * cx))
    origin = inverse.mean()
    table = {}
    for key in keys:
        u, v, w = (np.cos(k * m) for m in key)
        table[key] = ((inverse @ w) @ v) @ u / mesh**3 - origin
    return table


first = [tuple(int(c) for c in d) for d in JUMPS]
outer = sorted({tuple(int(c) for c in np.add(r, d)) for r in first for d in JUMPS}
               - set(first) - {(0, 0, 0)})
near_sites = np.array(first + outer)
n_first = len(first)


def distance_key(r, s):
    return tuple(sorted(int(abs(c)) for c in r - s))


all_keys = {distance_key(r, s) for r in near_sites for s in near_sites}
coarse, fine = green_table(40, all_keys), green_table(80, all_keys)
# the mesh error of the bounded singular integrand scales as the cell volume
green = {q: fine[q] + (fine[q] - coarse[q]) / 7 for q in all_keys}
green_matrix = np.array([[green[distance_key(r, s)] for s in near_sites]
                         for r in near_sites])
outer_sites, first_sites = near_sites[n_first:], near_sites[:n_first]
adjacent = (((outer_sites[:, None, :] - first_sites[None, :, :])**2).sum(axis=2)
            == 2).astype(float)


def outer_profile(xi):
    """Relaxation function (x component) with value x on the first shell."""
    x_first = first_sites[:, 0].astype(float)
    count = adjacent.sum(axis=1)
    matrix = np.eye(len(near_sites))
    matrix[:n_first] = green_matrix[:n_first]
    matrix[n_first:] += (xi - 1) * count[:, None] * green_matrix[n_first:]
    rhs = np.concatenate([x_first, (xi - 1) * adjacent @ x_first])
    return green_matrix @ np.linalg.solve(matrix, rhs)


def return_sum(xi):
    y = outer_profile(xi)
    return float(adjacent[:, first.index((1, 1, 0))] @ y[n_first:])


def threshold(xi):
    a = return_sum(xi)
    return a + xi * (13 - 3 * a) / 2


def formula(w1, w2, w3, w4):
    a, xi = return_sum(w4), w4
    escape = 7 - a
    denominator = 2 * w1 + 2 * w2 + escape * w3
    prefactor = (w4 / w3) * w2 / denominator
    bracket = 2 * w1 - w3 * (13 - 3 * a + 2 * a / xi)
    return prefactor * (2 * w1 + escape * w3), prefactor * bracket


# ---------- full Markov chain of the pair in a periodic cell ----------
def jump_list(cells, w1, w2, w3, w4):
    box = 2 * cells
    grid = np.array(np.meshgrid(*[np.arange(box)] * 3, indexing="ij")).reshape(3, -1).T
    sites = grid[(grid.sum(axis=1) % 2 == 0) & (grid.sum(axis=1) > 0)]
    index = -np.ones((box, box, box), dtype=int)
    index[tuple(sites.T)] = np.arange(len(sites))
    folded = np.minimum(sites, box - sites)
    bound = (folded**2).sum(axis=1) == 2
    weight = np.where(bound, w4 / w3, 1.0)
    parts = []
    for d in JUMPS:
        target = (sites + d) % box
        exchange = target.sum(axis=1) == 0
        target[exchange] = (-sites[exchange]) % box
        end = index[tuple(target.T)]
        rate = np.where(bound, np.where(bound[end], w1, w3),
                        np.where(bound[end], w4, 1.0))
        rate = np.where(exchange, w2, rate)
        move_v = np.full(len(sites), float(d[0]))
        move_b = np.where(exchange, -float(d[0]), 0.0)
        parts.append((np.arange(len(sites)), end, rate, move_v, move_b))
    return weight, [np.concatenate(p) for p in zip(*parts)]


def conjugate_gradient(matrix, rhs):
    diagonal = matrix.diagonal()
    x, r = np.zeros_like(rhs), rhs.copy()
    z = r / diagonal
    p, rz = z.copy(), r @ z
    for _ in range(3000):
        q = matrix @ p
        step = rz / (p @ q)
        x += step * p
        r -= step * q
        if np.linalg.norm(r) < 1e-10 * np.linalg.norm(rhs):
            return x
        z = r / diagonal
        new = r @ z
        p = z + (new / rz) * p
        rz = new
    raise RuntimeError("linear solver did not converge")


def chain_coefficients(cells, rates):
    weight, (start, end, rate, move_v, move_b) = jump_list(cells, *rates)
    n = len(weight)
    flow = weight[start] * rate
    matrix = (sparse.diags(np.bincount(start, flow, n))
              - sparse.coo_matrix((flow, (start, end)), shape=(n, n))).tocsr()
    source_b = np.bincount(start, flow * move_b, n)
    source_v = np.bincount(start, flow * move_v, n)
    y = conjugate_gradient(matrix, source_b)
    l_bb = 0.5 * np.sum(flow * move_b**2) - source_b @ y
    l_bv = 0.5 * np.sum(flow * move_b * move_v) - source_v @ y
    return np.array([l_bb, l_bv]) / 4      # from (a/2)^2 to a^2


def chain_infinite(rates):
    small, large = chain_coefficients(10, rates), chain_coefficients(20, rates)
    return large + (large - small) / 7


def forced_drift(cells, rates, force_b, force_v):
    """Steady drift of B and V under forces in units of kT/(a/2)."""
    weight, (start, end, rate, move_v, move_b) = jump_list(cells, *rates)
    n = len(weight)
    biased = rate * np.exp(0.5 * (force_b * move_b + force_v * move_v))
    generator = np.zeros((n, n))
    np.add.at(generator, (end, start), biased)
    np.add.at(generator, (start, start), -biased)
    generator[0] = 1.0
    rhs = np.zeros(n)
    rhs[0] = weight.sum()
    flow = np.linalg.solve(generator, rhs)[start] * biased
    return np.array([flow @ move_b, flow @ move_v]) / 4


# ---------- worked cases ----------
temperature = 800.0
kT = constants.k * temperature / constants.e
cases = {"A": (0.10, 3.0, 1.0), "B": (0.10, 0.5, 1.0), "C": (0.10, 0.5, 0.1),
         "D": (-0.05, 20.0, 1.0), "E": (-0.05, 0.01, 40.0)}
expected_drag = {"A": True, "B": False, "C": True, "D": True, "E": True}

# relaxation expression against actual drift under small forces
test_rates = (0.7, 1.6, 0.3, 1.9)
f = 1e-3
drift_v = (forced_drift(4, test_rates, 0, f) - forced_drift(4, test_rates, 0, -f)) / (2 * f)
drift_b = (forced_drift(4, test_rates, f, 0) - forced_drift(4, test_rates, -f, 0)) / (2 * f)
cell_bb, cell_bv = chain_coefficients(4, test_rates)
assert abs(drift_v[0] - cell_bv) < 1e-5 * cell_bb
assert abs(drift_b[1] - cell_bv) < 1e-5 * cell_bb
assert abs(drift_b[0] - cell_bb) < 1e-5 * cell_bb

# limits of the return sum
assert abs(return_sum(1e6) - 5) < 1e-3
assert 0 < return_sum(0.01) < 0.05

print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV; rates in units of w0, w2 = 1")
print("L in units of n c_B c_V a^2 w0/kT")
worst = 0.0
for name, (binding, w1, w4) in cases.items():
    K = np.exp(binding / kT)
    rates = (w1, 1.0, w4 / K, w4)
    l_bb, l_bv = formula(*rates)
    direct = chain_infinite(rates)
    error = np.max(np.abs(direct - [l_bb, l_bv])) / l_bb
    worst = max(worst, error)
    assert error < 3e-4, (name, error)
    assert (direct[1] > 0) == expected_drag[name]
    assert (K * w1 > threshold(w4)) == expected_drag[name]
    print(f"{name}: E_b = {binding:+.2f} eV, K = {K:.4f}, w1 = {w1:g}, "
          f"w3 = {w4 / K:.5f}, w4 = {w4:g}")
    print(f"   A = {return_sum(w4):.4f}, F = {1 - return_sum(w4) / 7:.4f}, "
          f"K w1/w0 = {K * w1:.4f}, h = {threshold(w4):.4f}")
    print(f"   L_BB = {l_bb:.5f}, L_BV = {l_bv:+.5f}, L_AB = {-l_bb - l_bv:+.5f}")
    print(f"   L_BV/L_BB = {l_bv / l_bb:+.4f}, full chain {direct[1] / direct[0]:+.4f}")
print(f"largest deviation chain-formula, relative to L_BB: {worst:.1e}")

# the exchange rate does not alter the drag ratio
K_b = np.exp(0.10 / kT)
slow = chain_infinite((0.5, 1.0, 1 / K_b, 1.0))
quick = chain_infinite((0.5, 10.0, 1 / K_b, 1.0))
assert abs(slow[1] / slow[0] - quick[1] / quick[0]) < 5e-4
print(f"case B with w2 = 10 w0, full chain: L_BV/L_BB = {quick[1] / quick[0]:+.4f}")

# sign reversal of the full chain on the two sides of the threshold
for xi, w1 in ((1.0, 0.5), (4.0, 1.0)):
    for factor in (0.98, 1.02):
        K = factor * threshold(xi) / w1
        value = chain_infinite((w1, 1.0, xi / K, xi))
        assert (value[1] > 0) == (factor > 1), (xi, factor, value)

# threshold curve
profile = dict(zip([tuple(int(c) for c in r) for r in near_sites], outer_profile(1.0)))
print("relaxation function at w4 = w0, first shell = 1:")
print("   " + ", ".join(f"y{s} = {profile[s]:.5f}"
                        for s in ((2, 0, 0), (2, 1, 1), (1, 2, 1), (2, 2, 0))))
for xi in (0.01, 0.1, 1.0, 4.0, 10.0, 40.0):
    print(f"w4/w0 = {xi:g}: A = {return_sum(xi):.4f}, h = {threshold(xi):.4f}, "
          f"critical w1/w3 = {threshold(xi) / xi:.4f}")
peak = minimize_scalar(lambda q: -threshold(q), bounds=(1, 15), method="bounded")
scan = [threshold(q) for q in np.geomspace(0.01, 1000, 300)]
assert max(scan) <= -peak.fun + 1e-6
zero = brentq(threshold, 8, 60)
assert all(threshold(q) > 0 for q in np.geomspace(0.01, 0.99 * zero, 100))
assert all(threshold(q) < 0 for q in np.geomspace(1.01 * zero, 1000, 100))
print(f"maximum of h = {-peak.fun:.4f} at w4/w0 = {peak.x:.3f}")
print(f"h changes sign at w4/w0 = {zero:.3f}")
needed = kT * np.log(threshold(1.0) / 0.5)
print(f"binding needed for drag in case B (w1 = 0.5, w4 = 1): {needed:.4f} eV")
print(f"critical w1/w3 without returns (A = 0): {13 / 2:.2f}")
print("OK")
```

Running it gives:

```
T = 800 K, kT = 0.06894 eV; rates in units of w0, w2 = 1
L in units of n c_B c_V a^2 w0/kT
A: E_b = +0.10 eV, K = 4.2655, w1 = 3, w3 = 0.23444, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 12.7966, h = 5.5756
   L_BB = 3.33901, L_BV = +1.56846, L_AB = -4.90747
   L_BV/L_BB = +0.4697, full chain +0.4697
B: E_b = +0.10 eV, K = 4.2655, w1 = 0.5, w3 = 0.23444, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 2.1328, h = 5.5756
   L_BB = 2.23802, L_BV = -1.63648, L_AB = -0.60153
   L_BV/L_BB = -0.7312, full chain -0.7312
C: E_b = +0.10 eV, K = 4.2655, w1 = 0.5, w3 = 0.02344, w4 = 0.1
   A = 0.2879, F = 0.9589, K w1/w0 = 2.1328, h = 0.8947
   L_BB = 1.56356, L_BV = +0.78422, L_AB = -2.34778
   L_BV/L_BB = +0.5016, full chain +0.5016
D: E_b = -0.05 eV, K = 0.4842, w1 = 20, w3 = 2.06531, w4 = 1
   A = 1.8487, F = 0.7359, K w1/w0 = 9.6838, h = 5.5756
   L_BB = 0.46579, L_BV = +0.15609, L_AB = -0.62188
   L_BV/L_BB = +0.3351, full chain +0.3351
E: E_b = -0.05 eV, K = 0.4842, w1 = 0.01, w3 = 82.61257, w4 = 40
   A = 4.7632, F = 0.3195, K w1/w0 = 0.0048, h = -21.0283
   L_BB = 0.47900, L_BV = +0.22518, L_AB = -0.70419
   L_BV/L_BB = +0.4701, full chain +0.4701
largest deviation chain-formula, relative to L_BB: 3.3e-06
case B with w2 = 10 w0, full chain: L_BV/L_BB = -0.7312
relaxation function at w4 = w0, first shell = 1:
   y(2, 0, 0) = 0.52978, y(2, 1, 1) = 0.35661, y(1, 2, 1) = 0.17831, y(2, 2, 0) = 0.24910
w4/w0 = 0.01: A = 0.0305, h = 0.0951, critical w1/w3 = 9.5075
w4/w0 = 0.1: A = 0.2879, h = 0.8947, critical w1/w3 = 8.9474
w4/w0 = 1: A = 1.8487, h = 5.5756, critical w1/w3 = 5.5756
w4/w0 = 4: A = 3.4402, h = 8.7992, critical w1/w3 = 2.1998
w4/w0 = 10: A = 4.2028, h = 6.1604, critical w1/w3 = 0.6160
w4/w0 = 40: A = 4.7632, h = -21.0283, critical w1/w3 = -0.5257
maximum of h = 8.8060 at w4/w0 = 4.210
h changes sign at w4/w0 = 17.618
binding needed for drag in case B (w1 = 0.5, w4 = 1): 0.1662 eV
critical w1/w3 without returns (A = 0): 6.50
OK
```
